# Nonretarded attraction of a spherical atom to a perfect conductor, part 2

A neutral atom is attracted to a metal because its dipole fluctuates, even if its mean dipole is zero. The nucleus is at height $z$ above the plane surface. Charge $q_i$ has position $\mathbf r_i=(x_i,y_i,\zeta_i)$ relative to the nucleus, and $\mathbf D=\sum_i q_i\mathbf r_i$. Hartree atomic units are used unless others are given; an electron has charge $-1$.

For a perfect (ideal) conductor the image energy is

$$W=-\frac12\sum_{ij}\frac{q_iq_j}{L_{ij}},\qquad L_{ij}=\sqrt{(x_i-x_j)^2+(y_i-y_j)^2+(2z+\zeta_i+\zeta_j)^2},$$

which to leading order is

$$W=-\frac{D_x^2+D_y^2+2D_z^2}{16z^3}. \tag{1}$$

A free-electron metal of density $n$ has $\omega_p^2=ne^2/(\epsilon_0m_e)$ in SI units and the surface-plasmon frequency $\omega_s=\omega_p/\sqrt2$. For atomic states $n$ with excitation energies $\omega_n$ above the ground state $0$, the interaction energy is

$$U=-\sum_a\sum_n\frac{G_a^2}{2\omega_s}\,\frac{|\langle n|D_a|0\rangle|^2}{\omega_s+\omega_n}
=-\sum_a\frac{g_a}{16z^3}\sum_n|\langle n|D_a|0\rangle|^2\,\frac{\omega_s}{\omega_s+\omega_n}. \tag{2}$$

Here $a=x,y,z$, $g_x=g_y=1$, $g_z=2$, and $G_a^2=g_a\omega_s^2/(8z^3)$ gives the coupling to the plasmons.

With $d_2=\langle\mathbf D\cdot\mathbf D\rangle$, an atom of total orbital angular momentum $L=0$ at a perfect conductor has $U=-d_2/(12z^3)$, or in SI units

$$U(z)=-\frac{1}{4\pi\epsilon_0}\,\frac{d_2}{12z^3}=-\frac{d_2}{48\pi\epsilon_0z^3}. \tag{4}$$

The example is beryllium, with the $1s$ pair frozen in its Hartree-Fock orbital and the two valence electrons treated by full configuration interaction (CI). The Gaussian basis has 12 $s$, 7 $p$ and 3 $d$ shells. In units of $a_0^2$,

$$d_2=16.362-4.127-0.004=12.231 .$$

The terms are $\sum_i\langle r_i^2\rangle$, the valence pair term and core-valence exchange. Hartree-Fock gives 17.334.

The final table also lists two earlier checks: fixed dipoles, the tilted one being $(0.6,0.3,0.8)$, and an isotropic oscillator atom of frequency $\omega_0=0.2$ Ha at $z=20\,a_0$.

**Q:** Why should I believe the CI value?

**A:** As a value at its stated level. Without the $d$ functions it is 12.063, a change of 1.4%, so I would not quote more than $d_2\approx12.2$. A basis with four $d$ shells and one $f$ shell leaves the total almost unchanged but moves the two large parts by about 0.015 each, and the share of the first transition by about one percentage point. Correlation of the core, relativity and the rest of the basis are left out. There is also an internal check. The sum over excited states, $\sum_n|\langle n|\mathbf D|0\rangle|^2$, comes to 12.226 and should equal the expectation value, apart from what the finite basis misses.

**Q:** With $d_2$ in hand, how far can I trust the expansion in $1/z$? The next term might be of order $1/z^4$.

**A:** For an $L=0$ state it is of order $1/z^5$. The function $1/L_{ij}$ obeys Laplace's equation in $\mathbf r_i$ and in $\mathbf r_j$ separately. Summed over the charges, each order of the expansion is therefore a sum of products of two multipole moments of the atom, of ranks $l$ and $l'$, and it falls as $1/z^{\,l+l'+1}$. Rank 0 is the total charge, which is zero. In an $L=0$ state the mean of a product is unchanged by rotation, and for $l\neq l'$ no rotation-invariant combination exists. This removes dipole-quadrupole at $1/z^4$ and dipole-octupole at $1/z^5$. Quadrupole-quadrupole remains, and rotational invariance reduces it to one number,

$$Q_2=\Big\langle\sum_{ij}q_iq_j\,r_i^2r_j^2\,P_2(\cos\gamma_{ij})\Big\rangle,\qquad P_2(c)=\frac{3c^2-1}{2},$$

where $\gamma_{ij}$ is the angle between $\mathbf r_i$ and $\mathbf r_j$.

**Q:** And its coefficient?

**A:** It is the same for all $L=0$ atoms, so one electron around a unit charge will fix it. The image energy of that pair is

$$W=-\frac1{4z}-\frac1{4(z+\zeta)}+\frac1{|2z\hat{\mathbf z}+\mathbf r|}.$$

Average over the directions of $\mathbf r$ at fixed $r<z$. The last term becomes $1/(2z)$, since a harmonic function averaged over a sphere takes its value at the centre. In the middle term the odd powers of $\zeta$ drop out, while $\zeta^2$ averages to $r^2/3$ and $\zeta^4$ to $r^4/5$:

$$\overline W=-\frac1{4z}-\frac1{4z}\left(1+\frac{r^2}{3z^2}+\frac{r^4}{5z^4}+\dots\right)+\frac1{2z}=-\frac{r^2}{12z^3}-\frac{r^4}{20z^5}-\dots$$

The first term is the known result again. In the second, $r^4$ is $Q_2$ for one electron, because $P_2(1)=1$. So

$$U=-\frac{d_2}{12z^3}-\frac{Q_2}{20z^5}-\dots \tag{5}$$

**Q:** One electron cannot test the pair terms.

**A:** A rigid cluster can. Put a charge $+2$ at the origin and charges $-1$ at $(1.2,0,0.3)$ and $(0.4,1.0,-0.5)$, in $a_0$. Set $z=15\,a_0$ and average the full image energy over all orientations, which imitates an $L=0$ state. The two position vectors add up to $(1.6,1.0,-0.2)$, so $d_2=2.56+1.00+0.04=3.60$. The sum of the separate squares would be $1.53+1.41=2.94$. Divided by the first term of equation (5), the full energy is 1.00186. Divided by both terms, it is 1.000010. The total dipole is what counts, and the quadrupole term accounts for nearly all of the remainder.

**Q:** Back to beryllium. Put it in front of a wall and give me an energy.

**A:** Let it be a free Be atom near an aluminium wall, as a sputtered metal atom might be in a processing plasma. With $U=-C_3/z^3$, the ideal conductor gives

$$C_3=\frac{12.231}{12}=1.019\ \text{Ha}\,a_0^3=4.11\ \text{meV nm}^3 .$$

At $z=1$ nm the energy is $-4.1$ meV.

**Q:** Aluminium is a good metal, so I suppose that is nearly right.

**A:** It is not, because a good conductor at low frequency need not be fast on the scale of an atom. As model inputs I set the lattice constant of the face-centred cubic crystal to 0.405 nm, with four atoms per cell and three free electrons per atom. The density is $n=12/(0.405\ \text{nm})^3$, which gives $\hbar\omega_p=15.78$ eV and $\hbar\omega_s=15.78/\sqrt2=11.16$ eV. The first dipole transition of beryllium is computed at 5.33 eV and carries 88% of $d_2$. Its weight is

$$\frac{11.16}{11.16+5.33}=0.68 .$$

Higher transitions have smaller weights. For an isotropic atom the full sum of equation (2) is

$$C_3=\frac1{12}\sum_n|\langle n|\mathbf D|0\rangle|^2\,\frac{\omega_s}{\omega_s+\omega_n}, \tag{6}$$

and it gives 0.63 of the ideal value, or 2.6 meV nm$^3$. For excitations out of the core, which carry 0.46 of the 12.2, I used the $1s$ orbital energy as the excitation energy. The perfect-conductor formula is thus too large by about 59% of the free-electron value:

| $z$ (nm) | $U$, ideal (meV) | $U$, free-electron metal (meV) |
|---|---|---|
| 0.8 | −8.0 | −5.1 |
| 1.0 | −4.1 | −2.6 |
| 2.0 | −0.51 | −0.32 |
| 4.0 | −0.064 | −0.040 |

**Q:** I had expected the polarizability to appear somewhere. Why does the attraction depend on $d_2$ instead?

**A:** Which of the two appears depends on who is faster. In a static field $F$ along $z$, second-order theory gives the energy $-F^2\sum_n|\langle n|D_z|0\rangle|^2/\omega_n$. Setting this equal to $-\alpha F^2/2$ and using isotropy,

$$\alpha=\frac23\sum_n\frac{|\langle n|\mathbf D|0\rangle|^2}{\omega_n}.$$

If the metal were much slower than the atom, $\omega_s\ll\omega_n$, the weight in equation (6) would be $\omega_s/\omega_n$, and

$$C_3\to\frac{\omega_s}{12}\cdot\frac{3\alpha}{2}=\frac{\omega_s\alpha}{8}.$$

A slow metal meets an atom that adapts to the plasmon field, and that is described by $\alpha$. A fast metal adapts to the atom's own fluctuation, described by $d_2$. Beryllium at aluminium belongs to neither limit, since $\omega_s$ and $\omega_n$ are comparable. The two limiting formulas do not bracket its $C_3$, which lies below both, because $\omega_s/(\omega_s+\omega_n)$ is smaller than 1 and also smaller than $\omega_s/\omega_n$. The computed transitions give $\alpha=37.71\,a_0^3$, and diagonalizing the valence problem in a field of $10^{-3}$ atomic units gives the same value in the same basis. A basis with more $d$ and $f$ functions raises it by about 0.1.

**Q:** The image field also distorts the atom. First order ignores that.

**A:** The distortion enters in second order in $W$. Since $W$ scales as $1/z^3$, this energy scales as $1/z^6$. I added the dipole image operator to the valence Hamiltonian of beryllium and diagonalized the sum. At 1 nm in front of the ideal conductor the energy lies below the first-order value by 0.04% of that value. From 1 nm to 2 nm the difference falls by a factor of 64.14, close to $2^6=64$.

**Q:** Then let me go through the other omissions at 1 nm. The quadrupole?

**A:** It adds 3.3% of the leading term for the ideal conductor. The ratio falls as $1/z^2$.

**Q:** Retardation?

**A:** Light needs the time $2z/c$ to reach the metal and return. In that time the 5.33 eV transition advances by a phase $2\omega z/c=0.054$, and at 4 nm by 0.22. These phases are not relative errors; they show how close to instantaneous the exchange is. The energies in the table leave the delay out. It weakens the attraction, and more so for the ideal conductor, where the fast transitions count with full weight; for the core excitations the phase already exceeds 1 at 1 nm. The retarded energy is smaller by about 4% at 1 nm and 11% at 4 nm for the ideal conductor, so the second digit of that column moves at every distance. For the free-electron metal the reduction is about 0.3% at 1 nm and 3% at 4 nm. For this transition the phase reaches 1 at about $1/0.054\approx19$ nm, and at distances of that order the $1/z^3$ law can no longer be relied on: at 10 nm the retarded energy is about 0.8 of it for the ideal conductor and 0.9 for the free-electron metal.

**Q:** Overlap of the atom with the metal?

**A:** Far out, the atom's density falls roughly as $e^{-2r\sqrt{2I}}$, with $I$ the ionization energy in Ha, computed here as 9.3 eV. At 1 nm this factor is about $3\times10^{-14}$. It is an exponential factor and not an energy, but it shows that very little of the atom's density reaches the metal surface. The electrons of the metal also spill out, which raises a more serious question: from where is $z$ measured?

**Q:** From where, then?

**A:** From an effective image plane, and not from the outermost layer of nuclei. In a real metal the position of the induced charge depends on frequency, so this plane is an average over the frequencies involved and need not coincide with the static image plane. In the free-electron picture the positive background already ends half a layer spacing outside those nuclei, which is about 0.12 nm for the (111) face of aluminium. If that plane lies 0.05 nm nearer to the atom than assumed, the energy at 1 nm grows by the factor $0.95^{-3}=1.17$. The shift is a chosen size for the uncertainty, not a computed property of aluminium. After the finite speed of the metal it is the largest correction I have sized for the clean surface at 1 nm.

**Q:** The wall of a plasma chamber also has a sheath with a strong field.

**A:** Take 10 kV/cm, which is 1000 V across 1 mm. The polarization energy $-\alpha F^2/2$ is then about $-2\times10^{-6}$ meV, which is negligible here.

**Q:** Does the attraction matter for an atom arriving at 300 K?

**A:** The thermal energy $kT$ is 25.85 meV, well above the attraction at 1 nm. Extrapolating the $1/z^3$ law, $|U|=kT$ is reached at 0.54 nm for the ideal conductor and at 0.46 nm for the free-electron metal. These are length scales, not predictions. At 0.46 nm the ideal quadrupole term has grown to about $0.0326/0.464^2\approx15\%$ of the leading one, and the same 0.05 nm shift of the image plane changes the energy by a factor of $(1-0.05/0.46)^{-3}\approx1.4$. Closer in, chemical bonding takes over, which this theory does not contain.

**Q:** How does all this compare with a real aluminium wall?

**A:** The lattice constant and three free electrons per atom are reasonable for the clean metal, though damping and interband transitions are missing. The assumption that a real chamber wall breaks first is the bare surface, because aluminium exposed to air or oxygen carries an oxide layer a few nanometres thick. For an atom 1 nm above it, the nearest medium is then an insulator. Matching the potential and the normal displacement field at a surface with constant $\epsilon$ gives image charges smaller by $(\epsilon-1)/(\epsilon+1)$. At optical frequencies alumina has $\epsilon$ of roughly 3, so the factor is about one half, and $C_3$ would be near 2 meV nm$^3$, with $z$ measured from the oxide. This estimate treats the oxide as thick and its response as instantaneous; its finite speed would lower the value further. If a sputtered atom carries an energy of a few eV, an attraction of a few meV at 1 nm hardly changes its path, unless it arrives at grazing incidence. The attraction matters more as the long-range tail of a surface potential for slow atoms. For a clean metal, equation (6) is then a better starting point than equation (4), as long as the distances that count are short enough for retardation to be small. Very slow atoms feel the tail at tens of nanometres, where retardation has to be included. The values used here are collected in the numerical output below.

## Table of computed values

```
Fixed dipole, stress energy / isotropic formula:
  parallel: 0.7500
  normal: 1.5000
  tilted: 1.1904
Cluster: full energy / z^-3 term: 1.00186
Cluster: same with z^-5 term: 1.000010
Oscillator w=0.2, ws=0.4 Ha: U/U_ideal = 0.6668
Oscillator w=0.2, ws=400 Ha: U/U_ideal = 0.9996
Be basis functions (12s7p3d): 48
Be Hartree-Fock energy: -14.57229 Ha
Be frozen-core CI energy: -14.61813 Ha
Sum of <r_i^2>: 16.362 a0^2
Valence pair term: -4.127 a0^2
Core-valence exchange term: -0.004 a0^2
d2 (CI): 12.231 e^2 a0^2
d2 (CI, no d functions): 12.063 e^2 a0^2
d2 (Hartree-Fock): 17.334 e^2 a0^2
d2 from closure: 12.226 e^2 a0^2
  of which core excitations: 0.464 e^2 a0^2
First dipole line: 5.333 eV
  its share of d2: 0.877
Polarizability, sum over states: 37.71 a0^3
Polarizability, finite field: 37.71 a0^3
C3 ideal: 1.0192 Ha a0^3 = 4.110 meV nm^3
C5 ideal: 11.86 Ha a0^5
Al lattice constant (rough input): 0.405 nm
Al plasmon, bulk: 15.78 eV; surface: 11.16 eV
C3 metal / C3 ideal: 0.630
C3 metal: 2.588 meV nm^3
z=0.8 nm: U ideal -8.0272, metal -5.0552 meV
z=1.0 nm: U ideal -4.1099, metal -2.5882 meV
z=2.0 nm: U ideal -0.5137, metal -0.3235 meV
z=4.0 nm: U ideal -0.0642, metal -0.0404 meV
Neglected effects at z = 1 nm:
  z^-5 term / z^-3 term: 0.0326
  beyond first order / first order: 0.00044
  beyond-first-order ratio, 1 nm to 2 nm: 64.14
  retardation phase 2wz/c: 0.0540
  same phase at 4 nm: 0.2162
  Be ionization energy: 9.292 eV
  density tail factor at the metal: 2.7e-14
  image plane nearer by 0.05 nm: U x 1.166
  sheath field (input): 10 kV/cm
  its energy: -1.9e-06 meV
kT at 300 K: 25.85 meV
|U| = kT at z: ideal 0.542, metal 0.464 nm
```
